# The conductivity mass of electrons in silicon's six valleys

## Problem

The conduction band of silicon has six equivalent minima, called valleys, which lie in pairs on the $x$, $y$ and $z$ axes of $k$ space. Around each minimum the surfaces of constant energy are ellipsoids of revolution, with their long axis along the cube axis on which the valley sits. An electron has the longitudinal mass $m_l$ for motion along this axis and the transverse mass $m_t$ for motion across it. Rough values are $m_l=0.92$ and $m_t=0.19$ free-electron masses.

A weak electric field is applied to bulk, unstrained silicon whose valleys are equally filled. Collisions are described by a relaxation time $\tau$ that is the same in all valleys and for all directions of motion.

(a) Show that the conductivity is isotropic although no single valley is.

(b) Find the conductivity mass $m_c$, defined by writing the conductivity as $\sigma=n\tau/m_c$, where $n$ is the total electron density.

(c) Does the answer change if $\tau$ depends on energy, or if the valleys are unequally filled?

Hartree atomic units are used, with $\hbar=e=m_e=1$, so masses are in free-electron masses. The electron has charge $-1$, and $\mathbf F$ denotes the electric field.

## First estimate by scaling

For a given field and relaxation time, the drift velocity scales as the inverse of the mass. Let the field point along $x$. The two valleys on the $x$ axis respond with the heavy mass $m_l$, and the four others with the light mass $m_t$. Since $m_l$ is nearly five times $m_t$, the heavy pair carries little current. If it is neglected, four sixths of the electrons carry everything:

$$
\frac{1}{m_c}\approx\frac{4}{6}\,\frac{1}{m_t},
\qquad
m_c\approx\frac32\,m_t=1.5\times0.19=0.285 .
$$

The neglected current is positive, so the true conductivity is larger and the true $m_c$ must be smaller than this.

## Exact solution within the model

### One valley

Measure $\mathbf k$ from the minimum of a valley on the $x$ axis. To second order in $\mathbf k$, which is the parabolic approximation, the energy above the minimum is

$$
E=\frac{k_x^2}{2m_l}+\frac{k_y^2+k_z^2}{2m_t}.
$$

The velocity is the gradient of the energy, $\mathbf v=\nabla_{\mathbf k}E$, so

$$
\mathbf v=\left(\frac{k_x}{m_l},\frac{k_y}{m_t},\frac{k_z}{m_t}\right)=M^{-1}\mathbf k,
\qquad
M^{-1}=\mathrm{diag}\left(\frac1{m_l},\frac1{m_t},\frac1{m_t}\right).
$$

The field exerts the force $-\mathbf F$ and changes $\mathbf k$ at that rate. Collisions randomise $\mathbf k$ about the minimum and so remove its mean value at the rate $1/\tau$, with $\tau$ taken as constant for now:

$$
\frac{d\langle\mathbf k\rangle}{dt}=-\mathbf F-\frac{\langle\mathbf k\rangle}{\tau}.
$$

In the steady state the left side vanishes. Hence $\langle\mathbf k\rangle=-\tau\mathbf F$, and since $\mathbf v$ is linear in $\mathbf k$,

$$
\langle\mathbf v\rangle=-\tau M^{-1}\mathbf F .
$$

The mean $\mathbf k$ is antiparallel to the field, but the mean velocity need not be. Take $\mathbf F$ along $[110]$, with equal $x$ and $y$ components. In an $x$ valley the velocity components are then in the ratio $1/m_l$ to $1/m_t$. The drift line makes the angle $\arctan(m_l/m_t)$ with the $x$ axis, while the field line makes $45^\circ$. The tilt between them is

$$
\arctan\frac{0.92}{0.19}-45^\circ=33.3^\circ .
$$

The electrons veer towards the $y$ direction, in which they are light.

### Sum over the valleys

Each valley holds the density $n/6$ and contributes the current density $-(n/6)\langle\mathbf v\rangle$, where the minus sign is the electron charge. It cancels the minus sign in the drift velocity:

$$
\mathbf j=n\tau\left[\frac16\sum_{v=1}^{6}M_v^{-1}\right]\mathbf F .
$$

All valleys feel the same field and their currents add, as in resistors connected in parallel. This is why the inverse masses are averaged.

The two valleys of a pair have the same mass tensor, so the bracket is

$$
\frac{2}{6}\left[
\mathrm{diag}\left(\frac1{m_l},\frac1{m_t},\frac1{m_t}\right)
+\mathrm{diag}\left(\frac1{m_t},\frac1{m_l},\frac1{m_t}\right)
+\mathrm{diag}\left(\frac1{m_t},\frac1{m_t},\frac1{m_l}\right)\right].
$$

Every diagonal element of the sum in brackets is $1/m_l+2/m_t$, and every off-diagonal element is zero. The average is therefore a multiple of the unit matrix. The current is parallel to $\mathbf F$ and has the same size for every field direction, which answers (a). For the $[110]$ field, the sideways drift in the $x$ valleys is cancelled by its mirror image in the $y$ valleys, while the $z$ valleys drift along the field line.

Comparison with $\mathbf j=(n\tau/m_c)\mathbf F$ gives

$$
\frac1{m_c}=\frac13\left(\frac1{m_l}+\frac2{m_t}\right)
=\frac{m_t+2m_l}{3m_lm_t},
\qquad
m_c=\frac{3m_lm_t}{m_t+2m_l}.
$$

If $m_l=m_t=m$, this reduces to $m_c=m$, as it must for spherical valleys.

### Numbers

The inverse masses are $1/m_l=1.0870$ and $1/m_t=5.2632$. Therefore

$$
\frac1{m_c}=\frac{1.0870+2\times5.2632}{3}=\frac{11.6133}{3}=3.8711,
\qquad m_c=0.258 .
$$

The conductivity mass is about $0.26$ free-electron masses, which answers (b). The inputs have two figures. If each may be off by half a unit in its last place, $m_c$ can lie anywhere from about $0.252$ to $0.265$, so these inputs do not fix the third digit. This range covers only the rounding of the inputs, within the parabolic model. The real valleys are slightly nonparabolic. With the common form $E(1+\alpha E)$ on the left of the energy relation and $\alpha\approx0.5\ \mathrm{eV^{-1}}$, the ratio $n\tau/\sigma$ at 300 K rises by about 6 percent to $0.275$ for dilute electrons, and to about $0.28$ with the chemical potential $2k_BT$ above the minima. The value $0.26$ is therefore the band-edge conductivity mass.

For a round relaxation time of $0.1$ ps, the mobility $\tau/m_c$, in ordinary units $e\tau/(m_cm_e)$, is $681\ \mathrm{cm^2/(V\,s)}$. A single valley would have $191$ in the same unit along its long axis and $926$ across it. Their average with weights one and two is again $681$. These values scale with the chosen $\tau$ and are not a prediction of the mobility of silicon.

### A relaxation time that depends on energy

If $\tau$ varies with energy, one equation for the mean $\mathbf k$ no longer suffices, and the distribution function $f$ is needed. In the steady state the Boltzmann equation reads

$$
-\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau(E)},
$$

where $f_0(E)$ is the equilibrium distribution. To first order in the field, $f$ on the left may be replaced by $f_0$, whose gradient is $\mathbf v f_0'(E)$. Thus $f-f_0=\tau(\mathbf F\cdot\mathbf v)f_0'$. Multiplying by the charge $-1$ and the velocity, and summing over states with a factor 2 for spin, gives the conductivity of one valley:

$$
\sigma_{ij}=2\int\frac{d^3k}{(2\pi)^3}\,\tau(E)\,v_iv_j\,(-f_0').
$$

Let $m_i$ be the mass along axis $i$ and set $k_i=\sqrt{m_i}\,w_i$. Then $E=w^2/2$ is spherical in $\mathbf w$, and $v_i=k_i/m_i=w_i/\sqrt{m_i}$. For $i\neq j$ the integrand is odd in $w_i$ and the integral vanishes. For $i=j$, the average of $w_i^2$ over directions is $w^2/3=2E/3$. The volume element is $d^3k=\sqrt{m_1m_2m_3}\,d^3w$, and a spherical shell has $d^3w=4\pi w^2dw=4\pi\sqrt{2E}\,dE$. With all constant factors collected in $C$,

$$
\sigma_{ii}=\frac{C}{m_i}\,\frac23\int_0^\infty\tau E^{3/2}(-f_0')\,dE .
$$

The same substitution gives the density of the valley. An integration by parts, whose boundary terms vanish, brings it to a similar form:

$$
n_v=C\int_0^\infty E^{1/2}f_0\,dE=C\,\frac23\int_0^\infty E^{3/2}(-f_0')\,dE .
$$

Dividing the two results,

$$
\sigma_{ii}=\frac{n_v\langle\tau\rangle}{m_i},
\qquad
\langle\tau\rangle=\frac{\int_0^\infty\tau E^{3/2}(-f_0')\,dE}{\int_0^\infty E^{3/2}(-f_0')\,dE}.
$$

The masses have dropped out of $\langle\tau\rangle$, which is thus common to all valleys and directions. The sum over valleys proceeds as before, with $\langle\tau\rangle$ in place of $\tau$, and $m_c$ is unchanged. This clean separation of mass and relaxation time relies on the parabolic form of the valleys.

This was tested by integrating the Boltzmann expression on a three-dimensional $k$ grid for all six valleys, with the chemical potential $2k_BT$ above the minima. For $\tau/(1+E/k_BT)$ the mean relaxation time falls to $0.24\,\tau$, yet the mass obtained is the same as for constant $\tau$. The values are in the numerical output.

The argument fails if $\tau$ depends on the direction of motion within a valley. The factor $\tau$ can then no longer be taken out of the average over directions. If the dependence respects the axial symmetry of the valley, each valley has one averaged time $\tau_l$ along its axis and another, $\tau_t$, across it, and the sum over valleys gives $\sigma=(n/3)(\tau_l/m_l+2\tau_t/m_t)$. The conductivity is still isotropic, but the two masses are no longer weighted one to two.

### Unequally filled valleys

Take $\tau$ again as constant and equal in all valleys. If it depends on the energy above the valley minimum, its mean is the same in all valleys for dilute electrons but differs between unequally filled valleys for degenerate ones, and each pair then contributes with its own $\langle\tau\rangle$.

Let the $z$ pair hold a fraction $p$ of the electrons and each of the other pairs $(1-p)/2$. For a field along $x$, the $z$ and $y$ pairs respond with $m_t$ and the $x$ pair with $m_l$. For a field along $z$, only the $z$ pair responds with $m_l$. Hence

$$
\frac1{m_x}=\frac p{m_t}+\frac{1-p}{2}\left(\frac1{m_l}+\frac1{m_t}\right),
\qquad
\frac1{m_z}=\frac p{m_l}+\frac{1-p}{m_t}.
$$

Equal filling, $p=1/3$, makes both equal to $1/m_c$. Suppose now that strain lowers the $z$ pair by $2k_BT$, that the masses stay the same, and that the electrons are dilute. The Boltzmann factor gives $p=e^2/(e^2+2)=0.787$, and

$$
\frac1{m_x}=0.787\times5.263+0.1065\times6.350=4.82,
\qquad m_x=0.21,
$$

$$
\frac1{m_z}=0.787\times1.087+0.213\times5.263=1.98,
\qquad m_z=0.51 .
$$

By symmetry $m_y=m_x$. The conductivity is now anisotropic, and a single conductivity mass no longer exists. In the limit $p\to1$ the masses become $m_t$ in the plane and $m_l$ along $z$. At equal $\tau$, the low-field mobility in the $xy$ plane is therefore higher with the electrons in the $z$ pair than with equal filling, by at most the factor $m_c/m_t=1.36$. This bulk estimate does not carry over directly to a transistor channel. Confinement along $z$ already favours the $z$ pair without strain: a triangular well with a field of $0.5$ MV/cm gives $p\approx0.8$ for dilute electrons at 300 K, so less than 10 percent remains to be gained from repopulation. Any change of $\tau$ with strain lies outside this model. This completes the answer to (c).

## Comparison of estimate and solution

Taking the factor $2/m_t$ out of the bracket in the exact result gives

$$
m_c=\frac{3m_t/2}{1+m_t/(2m_l)} .
$$

The numerator is the scaling estimate. The denominator restores the heavy pair, and it tends to 1 when $m_l\gg m_t$. Here it is $1+0.19/1.84=1.10$, so the estimate of $0.285$ lies 10 percent above the exact $0.258$, on the side foreseen. In terms of current, the transverse terms supply $90.6$ percent of $1/m_c$, and the estimate left out the remaining $9.4$ percent.

Two other effective masses built from $m_l$ and $m_t$ have quite different values. The arithmetic mean is $(m_l+2m_t)/3=0.433$. It exceeds $m_c$ by

$$
\frac{m_l+2m_t}{3}-\frac{3m_lm_t}{m_t+2m_l}
=\frac{2(m_l-m_t)^2}{3(m_t+2m_l)},
$$

which is positive unless the two masses are equal. It would give the mean force per electron needed if all valleys had to share one acceleration, whereas in a conductor they share one field.

The density-of-states mass counts states instead of describing motion. The constant $C$ above contains $\sqrt{m_lm_t^2}$ for each valley, so one spherical valley with the same number of states as all six needs $m_d^{3/2}=6\sqrt{m_lm_t^2}$. This gives $m_d=6^{2/3}(m_lm_t^2)^{1/3}=1.06$, about four times $m_c$. The mass $m_d$ belongs in the relation between electron density and chemical potential, and $m_c$ in the relation between current and field.

## Computed results

```
Masses are in free-electron masses m_e
longitudinal mass m_l (rough input)      0.92 m_e
transverse mass m_t (rough input)        0.19 m_e
temperature (input)                      300 K
relaxation time (input)                  0.1 ps
1/m_l                                    1.0870 1/m_e
1/m_t                                    5.2632 1/m_e
sum 1/m_l + 2/m_t                        11.6133 1/m_e
mean inverse mass 1/m_c                  3.8711 1/m_e
conductivity mass m_c, formula           0.2583 m_e
m_c from k grid, constant tau            0.2583 m_e
m_c from k grid, tau/(1+E/kT)            0.2583 m_e
chemical potential in these two tests    2.0 kT
mean tau over tau in the second test     0.2416
transverse share of 1/m_c                90.6 percent
m_c, lowest within input rounding        0.252 m_e
m_c, highest within input rounding       0.265 m_e
arithmetic mean of the masses            0.4333 m_e
density-of-states mass, six valleys      1.0614 m_e
[110] field, x valley: drift tilt        33.3 degrees
mobility, all valleys                    680.9 cm^2/(V s)
one valley, along its long axis          191.2 cm^2/(V s)
one valley, across its long axis         925.7 cm^2/(V s)
z valleys lowered by                     2.0 kT
share of electrons in the z valleys      0.7870
then conductivity mass along x and y     0.2075 m_e
then conductivity mass along z           0.5059 m_e
```
